# Adams-Neumann linearisation of Legendre products and its nonnegative coefficients: a program that tests the result

```python
"""
Result under test (Adams-Neumann linearisation of Legendre polynomials):
    P_a(x) P_b(x) = sum_c g_c P_c(x),   g_c = (2c+1) (a b c; 0 0 0)^2 >= 0,
with g_c > 0 exactly when a, b, c obey the triangle rule and a+b+c is even.
Closed form, for a+b+c = 2s even and A_n = (2n)!/(2^n n!^2), A_n = 0 for n < 0:
    (a b c; 0 0 0)^2 = A_(s-a) A_(s-b) A_(s-c) / ((2s+1) A_s).
g_c is also the probability of total angular momentum c in the state |a 0>|b 0>.
Angular momenta are in units of hbar; all coefficients are dimensionless.
"""
from math import comb
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.special import eval_legendre
from sympy.physics.wigner import wigner_3j


def A(n):
    return sp.Rational(comb(2 * n, n), 2 ** n) if n >= 0 else sp.Integer(0)


def closed_square(a, b, c):
    """Closed form of the squared 3j symbol with zero projections."""
    if (a + b + c) % 2:
        return sp.Integer(0)
    s = (a + b + c) // 2
    return A(s - a) * A(s - b) * A(s - c) / ((2 * s + 1) * A(s))


# Exact integrals of three Legendre polynomials against the closed form.
x = sp.symbols("x")
max_l = 6
legendre_poly = [sp.Poly(sp.legendre(n, x), x, domain="QQ")
                 for n in range(2 * max_l + 3)]


def half_integral(poly):
    """Exact (1/2) * integral of poly over [-1, 1]."""
    return sum((coef / (power + 1) for (power,), coef in poly.terms()
                if power % 2 == 0), sp.Integer(0))


integral_count = 0
for a in range(max_l + 1):
    for b in range(max_l + 1):
        product = legendre_poly[a] * legendre_poly[b]
        for c in range(a + b + 3):
            exact = half_integral(product * legendre_poly[c])
            assert exact == closed_square(a, b, c)
            allowed = abs(a - b) <= c <= a + b and (a + b + c) % 2 == 0
            assert (exact > 0) if allowed else (exact == 0)
            integral_count += 1

# The squared 3j symbols from their general definition.
for a in range(5):
    for b in range(5):
        for c in range(abs(a - b), a + b + 1):
            symbol = wigner_3j(a, b, c, 0, 0, 0)
            assert sp.simplify(symbol ** 2 - closed_square(a, b, c)) == 0

# Recurrence obeyed by the closed form, including the triangle edges.
recurrence_count = 0
for a in range(8):
    for b in range(8):
        for c in range(17):
            if (a + b + c) % 2:
                left = ((a + 1) * closed_square(a + 1, b, c)
                        + a * closed_square(a - 1, b, c)) / (2 * a + 1)
                right = ((b + 1) * closed_square(a, b + 1, c)
                         + b * closed_square(a, b - 1, c)) / (2 * b + 1)
                assert left == right
                recurrence_count += 1

# Polynomial factorisation that makes the recurrence symmetric.
u, v, w = sp.symbols("u v w")
t = u + v + w + 1
numerator = ((v + w + 2) * (2 * v + 1) * (2 * w + 1) * (t + 1) * (u + 1)
             + (v + w + 1) * (2 * u + 1) * (v + 1) * (w + 1) * (2 * t + 3))
e1, e2, e3 = u + v + w, u * v + v * w + w * u, u * v * w
symmetric_part = (e1 + 3) * (4 * e3 + 3 * e2 + 2 * e1) - 3 * e3 - 2 * e2 + 3
assert sp.expand(numerator - (2 * v + 2 * w + 3) * symmetric_part) == 0


# Angular momentum matrices: the coupling and rotation argument.
def ladder_and_z(l):
    m = np.arange(-l, l + 1)
    raising = np.diag(np.sqrt(l * (l + 1) - m[:-1] * (m[:-1] + 1.0)), -1)
    return raising, np.diag(m.astype(float))


def coupled_system(a, b):
    """Total raising operator, total L^2 and the product state |a0>|b0>."""
    raise_a, z_a = ladder_and_z(a)
    raise_b, z_b = ladder_and_z(b)
    one_a, one_b = np.eye(2 * a + 1), np.eye(2 * b + 1)
    raising = np.kron(raise_a, one_b) + np.kron(one_a, raise_b)
    z = np.kron(z_a, one_b) + np.kron(one_a, z_b)
    square = z @ z + 0.5 * (raising @ raising.T + raising.T @ raising)
    state = np.kron(one_a[:, a], one_b[:, b])
    return raising, square, state


angle_deg = 60.0
angle = np.deg2rad(angle_deg)
cosine = np.cos(angle)
for l in range(7):
    raising, _ = ladder_and_z(l)
    rotation = expm(-0.5 * angle * (raising - raising.T))
    assert abs(rotation[l, l] - eval_legendre(l, cosine)) < 1e-11

max_rotation_error = 0.0
for a in range(5):
    for b in range(5):
        raising, square, state = coupled_system(a, b)
        rotated = expm(-0.5 * angle * (raising - raising.T)) @ state
        values, vectors = np.linalg.eigh(square)
        direct = eval_legendre(a, cosine) * eval_legendre(b, cosine)
        assert abs(state @ rotated - direct) < 1e-11
        for c in range(abs(a - b), a + b + 1):
            block = vectors[:, np.abs(values - c * (c + 1)) < 1e-6]
            assert block.shape[1] == 2 * c + 1
            amplitudes = block.T @ state
            g = float((2 * c + 1) * closed_square(a, b, c))
            assert abs(amplitudes @ amplitudes - g) < 1e-10
            part = amplitudes @ (block.T @ rotated)
            error = abs(part - g * eval_legendre(c, cosine))
            max_rotation_error = max(max_rotation_error, error)
assert max_rotation_error < 1e-10

# Worked example.
a, b = 2, 3
raising, square, state = coupled_system(a, b)
mean_square = state @ square @ state
print(f"Example: a = {a}, b = {b} (dimensionless)")
print(f"Rotation angle = {angle_deg:.1f} degrees")
print(f"x = cos(angle) = {cosine:.6f} (dimensionless)")
for n in range(a + b + 1):
    print(f"A_{n} = {A(n)} (dimensionless)")
total_g = sp.Integer(0)
weighted_square = sp.Integer(0)
series = 0.0
for c in range(abs(a - b), a + b + 1):
    symbol_square = closed_square(a, b, c)
    g = (2 * c + 1) * symbol_square
    legendre_value = eval_legendre(c, cosine)
    term = float(g) * legendre_value
    total_g += g
    weighted_square += c * (c + 1) * g
    series += term
    print(f"c = {c}: squared 3j = {symbol_square}, g_c = {g}"
          f" = {float(g):.6f} (dimensionless)")
    print(f"   P_{c}(x) = {legendre_value:.8f},"
          f" g_c P_c(x) = {term:.8f} (dimensionless)")
direct = eval_legendre(a, cosine) * eval_legendre(b, cosine)
assert total_g == 1
assert abs(series - direct) < 1e-12
assert abs(mean_square - float(weighted_square)) < 1e-10
assert weighted_square == a * (a + 1) + b * (b + 1)
print(f"Sum of g_c = {total_g} (dimensionless)")
print(f"P_{a}(x) = {eval_legendre(a, cosine):.8f} (dimensionless)")
print(f"P_{b}(x) = {eval_legendre(b, cosine):.8f} (dimensionless)")
print(f"Direct product P_{a}(x) P_{b}(x) = {direct:.8f} (dimensionless)")
print(f"Sum of g_c P_c(x) = {series:.8f} (dimensionless)")
print(f"Mean total L^2 from sum over c = {weighted_square} hbar^2")
print(f"Mean total L^2 from matrices = {mean_square:.6f} hbar^2")
print(f"Exact triple integrals checked = {integral_count} (count)")
print(f"Recurrence cases checked = {recurrence_count} (count)")
print(f"Rotation parts: largest error below 1e-10 = "
      f"{max_rotation_error < 1e-10} (dimensionless)")
print("tests ok")
```

Printed output:

```
Example: a = 2, b = 3 (dimensionless)
Rotation angle = 60.0 degrees
x = cos(angle) = 0.500000 (dimensionless)
A_0 = 1 (dimensionless)
A_1 = 1 (dimensionless)
A_2 = 3/2 (dimensionless)
A_3 = 5/2 (dimensionless)
A_4 = 35/8 (dimensionless)
A_5 = 63/8 (dimensionless)
c = 1: squared 3j = 3/35, g_c = 9/35 = 0.257143 (dimensionless)
   P_1(x) = 0.50000000, g_c P_c(x) = 0.12857143 (dimensionless)
c = 2: squared 3j = 0, g_c = 0 = 0.000000 (dimensionless)
   P_2(x) = -0.12500000, g_c P_c(x) = -0.00000000 (dimensionless)
c = 3: squared 3j = 4/105, g_c = 4/15 = 0.266667 (dimensionless)
   P_3(x) = -0.43750000, g_c P_c(x) = -0.11666667 (dimensionless)
c = 4: squared 3j = 0, g_c = 0 = 0.000000 (dimensionless)
   P_4(x) = -0.28906250, g_c P_c(x) = -0.00000000 (dimensionless)
c = 5: squared 3j = 10/231, g_c = 10/21 = 0.476190 (dimensionless)
   P_5(x) = 0.08984375, g_c P_c(x) = 0.04278274 (dimensionless)
Sum of g_c = 1 (dimensionless)
P_2(x) = -0.12500000 (dimensionless)
P_3(x) = -0.43750000 (dimensionless)
Direct product P_2(x) P_3(x) = 0.05468750 (dimensionless)
Sum of g_c P_c(x) = 0.05468750 (dimensionless)
Mean total L^2 from sum over c = 18 hbar^2
Mean total L^2 from matrices = 18.000000 hbar^2
Exact triple integrals checked = 441 (count)
Recurrence cases checked = 544 (count)
Rotation parts: largest error below 1e-10 = True (dimensionless)
tests ok
```
